# Half-occupation eigenvalues and charge-transition levels of a defect

**Q.** A charge-transition level compares two charge states. How can one eigenvalue, taken at an occupation that neither state has, replace two total energies?

**A.** First let us fix what has to be replaced. Measure electron energies and the Fermi energy $E_F$ from the conduction-band edge. Apart from terms common to all charge states, a defect of charge $q$ has formation energy $E(q)+qE_F$. Charges $q$ and $q-1$ are equally favourable when

$$E(q)+qE_F=E(q-1)+(q-1)E_F .$$

Subtracting $E(q)+(q-1)E_F$ from both sides gives

$$E_F=E(q-1)-E(q).$$

This is the level written $(q/q-1)$. It is the energy to add one electron, with the lattice relaxed in each charge state. An eigenvalue can help if it is the slope of the energy along a path joining the two states.

**Q.** Why should it be the slope? The total energy is not a sum of eigenvalues.

**A.** Take a double donor whose localized orbital $\varphi$ holds $f$ electrons, so that $q=2-f$. Allow $f$ to be fractional and put $\rho=f|\varphi|^2$. In a spin-restricted mean-field model with local exchange,

$$E=f\langle\varphi|T+V_Q|\varphi\rangle+\frac k2\iint\frac{\rho\rho'}{|\mathbf r-\mathbf r'|}-\frac34C k\int\rho^{4/3}+\frac12KQ^2 .$$

Here $C=(3/\pi)^{1/3}$, $k$ is the screened Coulomb strength and $Q$ is a breathing displacement with stiffness $K$. Correlation is omitted. The external potential is

$$V_Q=-\frac{2k}{r}-(W+FQ)\,e^{-r^2/a^2}.$$

Now raise $f$ with $\varphi$ and $Q$ held fixed, so that $\partial\rho/\partial f=|\varphi|^2$. The Hartree energy is quadratic in $\rho$, and its derivative cancels the factor $1/2$. In the exchange energy, $\frac34\cdot\frac43=1$. Hence

$$\frac{\partial E}{\partial f}=\langle\varphi|T+V_Q+v_H+v_x|\varphi\rangle=\langle\varphi|h|\varphi\rangle=\varepsilon,$$

with $v_H=k\int\rho'/|\mathbf r-\mathbf r'|$ and $v_x=-Ck\rho^{1/3}$.

**Q.** You froze the orbital and the lattice. Both change when charge is added.

**A.** They do, but their changes do not alter the first derivative. The orbital contributes

$$f\left(\langle\partial_f\varphi|h|\varphi\rangle+\langle\varphi|h|\partial_f\varphi\rangle\right)=f\varepsilon\,\frac{d}{df}\langle\varphi|\varphi\rangle=0,$$

because $h\varphi=\varepsilon\varphi$ and the norm stays equal to one. The lattice contributes $(\partial E/\partial Q)(dQ/df)$. This vanishes if $Q$ is relaxed at each $f$, since then $\partial E/\partial Q=0$, and also if $Q$ is fixed, since then $dQ/df=0$. In both cases

$$\frac{dE}{df}=\varepsilon(f).$$

This is Janak's theorem. Other occupied orbitals, at fixed occupations, drop out by the same norm argument.

I tested it by central differences of the total energy with steps of $\pm0.005$ electron: at $f=0.5$ and $1.5$ with a relaxed lattice, and at $f=1.5$ with the lattice fixed. The largest deviation from the eigenvalue was $2.3\times10^{-7}$ eV.

**Q.** Then the level is an integral of $\varepsilon$ over a whole electron. Why may I keep one point of it?

**A.** Let the filling run from $M$ to $M+1$, and let $m=M+\frac12$. If $\varepsilon$ is smooth enough, put $f=m+t$ and expand:

$$\varepsilon(m+t)=\varepsilon+\varepsilon't+\frac{\varepsilon''t^2}{2}+\frac{\varepsilon'''t^3}{6}+\frac{\varepsilon''''t^4}{24}+\dots,$$

with all derivatives at $m$. Integrate from $t=-\frac12$ to $\frac12$. Odd powers give zero, while $\int t^2dt=\frac1{12}$ and $\int t^4dt=\frac1{80}$. Therefore

$$E(M+1)-E(M)=\varepsilon(m)+\frac{\varepsilon''(m)}{24}+\frac{\varepsilon''''(m)}{1920}+\dots$$

The slope $\varepsilon'=E''$ has gone. In terms of $E$, its second-order term $\frac12E''t^2$ has the same value at both ends and cancels in the difference. The first error comes from the third derivative of $E$, since $\varepsilon''=E'''$.

At the starting occupation, $t=-\frac12$, the eigenvalue is $\varepsilon(m)-\varepsilon'/2+\varepsilon''/8-\dots$. The energy difference minus this eigenvalue is $\varepsilon'/2-\varepsilon''/12+\dots$, so the slope remains at first order.

**Q.** Show me numbers for a defect, including the endpoint error.

**A.** I use an isotropic effective mass of 0.258 electron masses, obtained by averaging the inverse of rough silicon masses, and a dielectric constant of 11.7, which gives $k=0.1231$ eV nm. The round model parameters are $W=2.3$ eV, $a=0.5$ nm, $F=10$ eV/nm and $K=1000$ eV/nm².

For the second electron, the level $(+/0)$, the relaxed total energies on a radial grid, whose own error is about 0.1 meV in each energy and 0.05 meV in their difference, give

$$E(2)-E(1)=-0.94988+0.54426=-0.40562\ \text{eV}.$$

The eigenvalue at $f=1.5$ is $-0.40563$ eV. At $f=1$ it is $-0.47835$ eV and at $f=2$ it is $-0.33280$ eV. These endpoints miss the energy difference by about 73 meV in opposite directions. The slope at the midpoint is 0.14614 eV per electron, and half of it is 73.1 meV, as the expansion requires to leading order.

**Q.** The midpoint error is about 0.01 meV. That looks too good for a method whose error starts at $\varepsilon''/24$.

**A.** It is an accident of this model. The unrounded energies give an error of 0.012 meV, where I define error here as the energy difference minus the midpoint eigenvalue. The grid error shifts the energy difference and the eigenvalue alike, so it cancels in this number. The printed $\varepsilon''$ is 0.00002 eV; this single digit depends on the grid and becomes 0.00003 eV once the grid error is removed. Either way its term contributes 0.001 meV. The next term contributes 0.010 meV and is the larger one.

The small $\varepsilon''$ can be taken apart. With orbital and lattice frozen, the external part of $\varepsilon$ is constant and the Hartree part is linear in $f$. Exchange alone then gives curvature. Its contribution to the eigenvalue is $-cf^{1/3}$, with

$$c=Ck\int|\varphi|^2\left(|\varphi|^2\right)^{1/3}d^3r .$$

For the orbital of the empty defect, $c=0.0852$ eV. Differentiating twice gives

$$\frac{d^2}{df^2}\left(-cf^{1/3}\right)=\frac29cf^{-5/3}=0.0096\ \text{eV at }f=1.5 .$$

Divided by 24, this would be an error of 0.40 meV. By subtraction, the response of the orbital and lattice supplies nearly the opposite curvature. Nothing in the derivation enforces that balance. With the lattice held at its $+$ geometry, the midpoint error becomes $-0.15$ meV.

**Q.** A Taylor series about the midpoint needs derivatives. What happens if the level starts empty and $f^{1/3}$ has infinite slope there?

**A.** That is the case for the first electron, $(2+/+)$, in this model. Near $f=0$ the density is $f|\varphi_0|^2$, where $\varphi_0$ is the orbital of the empty defect. First-order perturbation theory gives

$$\varepsilon(f)=\varepsilon_0-cf^{1/3}+\dots,$$

while the Hartree shift is of order $f$. The lowering of the eigenvalue at $f=10^{-5}$, divided by $f^{1/3}$, gives 0.0851 eV, against 0.0852 eV from the integral for $c$.

A form of the error that survives this singularity follows from integration by parts. Write $g(n)=\varepsilon(M+n)$. On the first half of the interval,

$$\int_0^{1/2}\frac{n^2}{2}g''dn=\left[\frac{n^2}{2}g'-ng\right]_0^{1/2}+\int_0^{1/2}g\,dn
=\frac{g'(\frac12)}8-\frac{g(\frac12)}2+\int_0^{1/2}g\,dn .$$

On the second half,

$$\int_{1/2}^1\frac{(1-n)^2}{2}g''dn=\left[\frac{(1-n)^2}{2}g'+(1-n)g\right]_{1/2}^1+\int_{1/2}^1g\,dn
=-\frac{g'(\frac12)}8-\frac{g(\frac12)}2+\int_{1/2}^1g\,dn .$$

Adding them cancels the slopes:

$$\int_0^1g\,dn-g(\tfrac12)=\int_0^1\frac12\min(n,1-n)^2g''(n)\,dn .$$

For $g=\varepsilon_0-cn^{1/3}+\dots$ the boundary terms at zero behave as $n^2g'\sim n^{4/3}$ and $ng\sim n$, so both vanish. The integrand behaves as $n^2n^{-5/3}=n^{1/3}$, so the error is finite although $g''$ diverges. If instead $|g''|\le B$ throughout the interval, the error is at most $B/24$ in magnitude.

**Q.** Finite can still be large. How large is it here?

**A.** The relaxed energy difference is $-0.5443$ eV and the half-occupation eigenvalue is $-0.5478$ eV. The error is 3.5 meV, and the integral above gives the same value.

The frozen exchange term accounts for its size. Its integral is $-c\int_0^1f^{1/3}df=-\frac34c$, and its midpoint value is $-2^{-1/3}c$. The difference is

$$c\left(2^{-1/3}-\tfrac34\right)=0.0852\times0.0437\ \text{eV}=3.7\ \text{meV}.$$

The first Taylor term of the same function is $\frac29c(\frac12)^{-5/3}/24=2.5$ meV, about two thirds of this. When exchange is switched off and the model is solved again, the error is $-0.5$ meV. Exchange therefore causes the larger error, although the separate contributions do not add exactly, because the orbital responds to exchange too.

**Q.** You treated both spins alike. Would the second electron still be so harmless if they were separate?

**A.** Not in this one-orbital model. The second electron would then enter an empty spin channel. Local exchange obeys $E_x[\rho_\uparrow,\rho_\downarrow]=\frac12E_x[2\rho_\uparrow]+\frac12E_x[2\rho_\downarrow]$, so the potential in one channel is $-Ck(2\rho_\sigma)^{1/3}$. The coefficient $c$ is multiplied by $2^{1/3}$, and the frozen estimate becomes $2^{1/3}\times3.7=4.7$ meV. This uses the orbital of the empty defect and leaves out the response of orbital and lattice, so it is only an estimate for the second electron; the self-consistent spin-separate filling gives 4.3 meV.

A background density $\rho_b$ from other electrons of the same spin removes the singularity of the frozen exchange term if $\rho_b$ is everywhere at least a fixed positive multiple of $|\varphi|^2$. Then $(\rho_b+f|\varphi|^2)^{1/3}$ can be expanded for small $f$. If the background decays much faster than the orbital, the expansion fails in the tail and $\varepsilon''$ can still diverge at $f=0$.

**Q.** Which lattice should I use for the half-filled calculation?

**A.** That depends on the question. For the thermodynamic level, relax the lattice at half occupation. For vertical capture, keep the lattice of the initial state.

In the model, stationarity gives $KQ=Ff\langle e^{-r^2/a^2}\rangle$. The displacement is 0.00353 nm in the $+$ state and 0.00674 nm in the neutral state. At the $+$ lattice, the energy difference for capture is $-0.4006$ eV and the half-occupation eigenvalue is $-0.4004$ eV. The relaxed level is $-0.4056$ eV. The vertical and relaxed energy differences are separated by 5.0 meV, the lattice energy released after capture. The spring alone gives a similar value:

$$\tfrac12K(\Delta Q)^2=500\times(0.00321)^2\ \text{eV}=5.15\ \text{meV}.$$

At a given stiffness, a larger displacement between the two charge states makes the choice matter more. At a given coupling $F$, a stiffer lattice makes it matter less, because $\Delta Q$ falls roughly as $1/K$ and the spring energy does too.

**Q.** If the midpoint is good to a few meV, may I trust the level to a few meV?

**A.** No. The midpoint reproduces the energy difference of the functional in use. It inherits that functional's error.

With one electron in this model, the true energy contains no Hartree or exchange term. Solving that problem gives $-0.5745$ eV, so the mean-field $(2+/+)$ level is 30 meV too high. For two electrons I used configuration interaction with partial waves up to $l=2$. As a check, the same method gives $-2.9006$ hartree for helium, against $-2.9024$ hartree from a separate Gaussian-basis calculation. For the defect this finite basis puts $(+/0)$ at $-0.4033$ eV, 2 meV above the mean-field level. A larger basis could only lower this reference, so the exact size and sign of so small a difference are not settled here.

That small second difference is a cancellation. The mean-field energy is 30 meV too high with one electron and, measured against the finite-basis reference, 28 meV too high with two. Spin polarization lowers the one-electron energy by 16.5 meV. Against the same references, the errors of the two levels then become $30.3-16.5$ and $-2.3+16.5$ meV, roughly 14 meV each.

At fixed Fermi energy, a shift $\delta$ of a level changes the population ratio of its two charge states by a factor $e^{|\delta|/k_BT}$, up or down. At 300 K, where $k_BT=25.9$ meV, the 30 meV functional error means a factor of 3.2. The 3.5 meV midpoint error means a factor of 1.15.

**Q.** Does half occupation at least reduce the error of a charged supercell?

**A.** It leaves the leading image term unchanged. For a point charge in a cubic cell of side $L$ with a neutralizing background, the spurious energy is $-\alpha kq^2/(2L)$. Since $q=2-f$, its contribution to the eigenvalue is

$$\frac{d}{df}\left(-\frac{\alpha kq^2}{2L}\right)=\frac{\alpha kq}{L}.$$

At $q=\frac12$ this is $\alpha k/(2L)$. The energy difference from $q=1$ to $q=0$ contains the same amount, $0-(-\alpha k/2L)$. A quadratic energy passes through the midpoint rule without error, even when the quadratic term is itself spurious.

For a 216-atom silicon cell, $L=1.629$ nm and $\alpha=2.837$, so

$$\frac{2.837\times0.1231}{2\times1.629}\ \text{eV}=107\ \text{meV}.$$

The uncorrected $(+/0)$ level lies too high by this amount in the point-charge estimate. That estimate is rough for the present donor: its orbital has a root-mean-square radius of 0.73 nm, close to half the cell side, so the finite extent of the charge and the overlap between images matter too. The eigenvalue and total energy must also share one reference for the electrostatic potential.

**Q.** When does the midpoint rule itself fail badly?

**A.** When $\varepsilon$ jumps inside the interval, for example because the added charge switches abruptly to another orbital or the lattice switches to another minimum. Suppose the energy stays continuous, with $\varepsilon=\varepsilon_1$ up to a fraction $n_0>\frac12$ and $\varepsilon_1+\Delta$ beyond it. The integral is $\varepsilon_1+(1-n_0)\Delta$, while the midpoint gives $\varepsilon_1$. The error $(1-n_0)\Delta$ is of first order in the jump and can approach $\Delta/2$. One should therefore follow the orbital and the geometry along the filling. If the lattice stays in a metastable minimum until that minimum disappears, the energy itself drops there, and the integral of $\varepsilon$ no longer equals the energy difference.

The opposite limit is an energy that is linear between integers. Then $\varepsilon$ is constant inside the interval, and any interior occupation gives the energy difference.

**Q.** How close is your donor to a real one?

**A.** It is in the regime of substitutional sulfur in silicon, whose two levels lie roughly 0.3 and 0.6 eV below the conduction band. The model gives 0.41 and 0.54 eV, so the first is too deep and the separation of 0.14 eV is about half the rough real value.

The isotropic mass is a serious simplification. In a one-electron estimate with a single Gaussian trial function, restoring the two silicon masses lowers the energy by roughly 0.12 eV. Weaker screening near the defect matters as well: a dielectric constant of 10 in place of 11.7, with the other parameters held fixed, lowers $(+/0)$ by 63 meV. The root-mean-square orbital radius is 0.73 nm, only about three bond lengths of 0.235 nm, so the effective-mass description is itself strained. Coupling between valleys, nonparabolic bands and zero-point motion are left out and not sized here.

These absolute levels should not be used as silicon data. The midpoint errors belong to this model too; for another defect, the curvature of its own $\varepsilon(f)$ sets the error. Eigenvalues at a few fractional occupations reveal that curvature, and two total energies check the result directly. The full set of values is in the numerical output below.

## Table of computed values

```
longitudinal mass (rough): 0.92 m_e
transverse mass (rough): 0.19 m_e
isotropic mass from mean inverse: 0.2583 m_e
dielectric constant (rough): 11.7 
screened Coulomb strength k: 0.1231 eV nm
well depth: 2.3 eV
well radius: 0.5 nm
lattice coupling: 10.0 eV/nm
lattice stiffness: 1000 eV/nm^2
displacement, + state: 0.00353 nm
displacement, neutral state: 0.00674 nm
largest Janak deviation: 2.3e-07 eV
total energy E(1): -0.54426 eV
total energy E(2): -0.94988 eV
(+/0) from total energies: -0.40562 eV
(+/0) half-occupation eigenvalue: -0.40563 eV
(+/0) eigenvalue at f=1: -0.47835 eV
(+/0) eigenvalue at f=2: -0.33280 eV
(+/0) difference minus midpoint: 0.012 meV
(+/0) difference minus eps(1): 72.73 meV
(+/0) difference minus eps(2): -72.82 meV
eps' at f=1.5: 0.14614 eV
eps'' at f=1.5: 0.00002 eV
eps''/24: 0.001 meV
eps''''/1920: 0.0101 meV
(+/0) kernel remainder: 0.012 meV
(2+/+) from total energies: -0.54426 eV
(2+/+) half-occupation eigenvalue: -0.54779 eV
(2+/+) difference minus midpoint: 3.535 meV
(2+/+) kernel remainder: 3.535 meV
(2+/+) same error, exchange off: -0.487 meV
cube-root coefficient c, formula: 0.08516 eV
cube-root coefficient c, from eigenvalues: 0.08512 eV
frozen exchange part of (2+/+) error: 3.722 meV
vertical capture energy at + lattice: -0.40059 eV
half-occupation eigenvalue at + lattice: -0.40044 eV
lattice relaxation after capture: 5.03 meV
helium, radial CI: -2.9006 hartree
helium, Gaussian-basis CI: -2.9024 hartree
(2+/+) one-electron reference: -0.5745 eV
(+/0) two-electron CI reference: -0.4033 eV
functional error (2+/+): 30.3 meV
functional error (+/0): -2.3 meV
mass anisotropy, one-electron lowering: 119.0 meV
(+/0) shift for dielectric constant 10: -62.6 meV
(+/0) shift from spin polarization of +: 16.5 meV
cubic-cell Madelung constant: 2.83730 
216-atom cell side: 1.629 nm
(+/0) image shift in that cell: 107.2 meV
rms orbital radius at f=1.5: 0.730 nm
host bond length: 0.235 nm
thermal energy at 300 K: 25.85 meV
```
